Why a valley between two growing slopes moves sideways

**Question**

I am working on a growth exercise in which the height velocity equals the squared slope,

h_t = (h_x)².

A valley joins a plane of slope −0.1 on the left to a plane of slope 0.3 on the right. I have to show that the valley moves leftward at speed 0.2.

I am stuck on two points. At the bottom of a valley the slope is zero, so the equation seems to say that the bottom does not grow at all. If I ignore the bottom and follow the two planes instead, I can see that they must intersect somewhere, but I do not see why the surface has to stay a single sharp corner. Could it not develop extra facets between the planes? What decides the motion, and would any of this survive on a real growing film?

**Answer**

Let x increase to the right, and restore the units by writing

h_t = V0 (h_x)², with V0 > 0.

Your exercise has V0 = 1. Call the slopes mL = −0.1 and mR = 0.3, and put the corner at x = 0 at time zero. The initial surface is then

h(x,0) = max(mL x, mR x),

because mR x is the larger of the two for x > 0 and mL x is the larger for x < 0.

**Following the planes**

A plane of slope m rises at the constant rate V0 m², so

h_m(x,t) = m x + V0 m² t.

The left and right planes meet where

mL x + V0 mL² t = mR x + V0 mR² t.

Collect the terms in x on one side:

(mR − mL) x = −V0 (mR² − mL²) t = −V0 (mR − mL)(mR + mL) t.

Since mR ≠ mL, the common factor can be divided out:

x = c t, with c = −V0 (mL + mR).

For your numbers c = −(−0.1 + 0.3) V0 = −0.2 V0. With V0 = 1 the intersection moves left at speed 0.2. The steeper right plane rises faster, at 0.09 against 0.01, and so it advances over the left one. If the slopes were equal and opposite, the planes would rise equally fast and the corner would not move sideways.

The height of the intersection follows from either plane. Using the left one,

h = mL c t + V0 mL² t = −V0 mL (mL + mR) t + V0 mL² t = −V0 mL mR t.

The valley bottom therefore rises at 0.03 V0, although a flat surface would not rise at all under this equation. That is your first difficulty, and it is resolved below by looking inside the corner.

**Why the equation alone is not enough**

Your suspicion about extra facets is justified. Take four planes with slopes

−0.1, 0.5, −0.3, 0.3

from left to right. By the same intersection formula, the three corners move with velocities −0.4 V0, −0.2 V0 and 0. They start together at x = 0 and then separate in the right order, so this surface is continuous, starts from your valley, and satisfies the growth equation everywhere except at its corners. Yet it has a sharp hilltop in the middle. With V0 = 1 nm/s, at t = 100 s and x = −20 nm, its height is

0.5 × (−20) + 0.25 × 100 = 15 nm,

whereas the single valley has height

−0.1 × (−20) + 0.01 × 100 = 3 nm.

To choose between them, something must be said about what happens at a corner. The usual physical choice is a small amount of smoothing,

h_t = V0 (h_x)² + nu h_xx, with nu > 0,

followed by the limit nu → 0. The term nu h_xx fills valleys and lowers hilltops. The exercise is true with this selection rule.

**Proof that the single valley is selected**

Define W = exp(V0 h/nu). Its derivatives are

W_t = (V0/nu) W h_t,

W_x = (V0/nu) W h_x,

W_xx = (V0/nu) W h_xx + (V0/nu)² W (h_x)².

Multiply the last line by nu and take out a common factor:

nu W_xx = (V0/nu) W [nu h_xx + V0 (h_x)²] = (V0/nu) W h_t = W_t.

So W obeys the linear diffusion equation. Its solution is the Gaussian average of the initial values,

W(x,t) = ∫ G(x−y,t) W(y,0) dy,

G(r,t) = exp[−r²/(4 nu t)] / √(4π nu t).

First let the initial surface be a single plane, so that W(y,0) = exp(k y) with k = V0 m/nu. With r = y − x, completing the square gives

−r²/(4 nu t) + k r = −(r − 2 nu k t)²/(4 nu t) + nu k² t.

The shifted Gaussian still integrates to one, so the average is

exp(k x + nu k² t) = exp[(V0/nu)(m x + V0 m² t)] = exp(V0 h_m/nu).

A plane thus remains a plane, as it should. Write EL and ER for these evolved exponentials with m = mL and m = mR.

For the valley, W(y,0) is the larger of the two initial exponentials. It is at least as large as each of them, and no larger than their sum. Because G is positive, averaging preserves these inequalities:

max(EL, ER) ≤ W(x,t) ≤ EL + ER ≤ 2 max(EL, ER).

Let M(x,t) be the height of the higher plane, M = max(h_mL, h_mR). Taking logarithms and multiplying by nu/V0 gives

0 ≤ h(x,t) − M(x,t) ≤ (nu/V0) ln 2.

As nu → 0 the height tends to M at every x and t. Now M is just the two original planes joined at x = c t, so the valley remains a single corner moving at −0.2 V0. The four-plane surface is excluded, since it lies 12 nm above M at the point calculated above, however small nu is.

Evaluating the Gaussian average numerically at t = 100 s, with V0 = 1 nm/s, shows the closeness. At 25 positions from −80 to 40 nm, the largest excess over M was 1.34 nm for nu = 2 nm²/s and 0.069 nm for nu = 0.1 nm²/s. The corresponding bounds are 1.39 and 0.069 nm.

**What happens at the bottom**

With smoothing present, W = EL + ER is itself a solution, because the diffusion equation is linear. It describes a rounded valley. Its slope is

h_x = (nu/V0) W_x/W = (mL EL + mR ER)/(EL + ER).

The ratio of the exponentials depends on the height difference of the planes:

h_mR − h_mL = (mR − mL) x + V0 (mR² − mL²) t = (mR − mL)(x − c t),

ER/EL = exp[V0 (mR − mL)(x − c t)/nu] = exp(2z),

where z = (x − c t)/l and l = 2 nu/[V0 (mR − mL)]. Since ER/(EL + ER) = (1 + tanh z)/2, the slope becomes

h_x = (mL + mR)/2 + [(mR − mL)/2] tanh z.

The whole slope profile moves at velocity c, whatever the value of nu. Smoothing sets the width of this rounded valley and leaves its velocity unchanged.

Now look at the lowest point. There h_x = 0, so 0.1 + 0.2 tanh z = 0 and tanh z = −0.5. The squared-slope term vanishes, as you said, but the curvature does not:

h_xx = [(mR − mL)/(2l)] (1 − tanh² z).

For V0 = 1 nm/s and nu = 2 nm²/s, the length is l = 2 × 2/0.4 = 10 nm. Hence

h_xx = (0.2/10) × (1 − 0.25) = 0.015 nm⁻¹,

nu h_xx = 2 × 0.015 = 0.03 nm/s.

This is the rise rate found from the planes. When nu is reduced, l shrinks in proportion and the curvature grows as 1/nu, so the product nu h_xx stays the same. The sharp corner hides a finite contribution that cannot be seen by setting the slope to zero.

A direct numerical integration of the smoothed equation, started from the sharp valley with these parameters, gave a velocity of −0.200 nm/s and a bottom rise of 0.030 nm/s between 300 and 500 s. At 500 s the slope differed from the tanh profile by less than 0.0001, compared with a total slope change of 0.4.

**A hilltop behaves differently**

Exchange the slopes, with 0.3 on the left and −0.1 on the right. The planes still intersect at x = −0.2 V0 t, at height 0.03 V0 t, but the surface does not keep that corner. The initial hilltop lies nowhere above the plane 0.1 x, so by the same averaging argument it stays at or below 0.1 x + 0.01 V0 t. At the supposed corner this upper limit is

0.1 × (−0.2 V0 t) + 0.01 V0 t = −0.01 V0 t,

which is lower than 0.03 V0 t. The sharp hilltop is therefore ruled out for every nu > 0. When V0 is positive, the corner formula needs the slope to increase across the corner, mL < mR. A valley is such a corner, and so is a kink from slope 0.1 to slope 0.3, because the proof used only that the initial surface is the higher of the two planes.

**What survives on a real film**

A squared-slope law arises when a surface grows along its normal at a rate v that is the same for all orientations. On a surface tilted by θ, a normal advance v dt raises the height by v dt/cos θ. With s = h_x = tan θ, the vertical rate is

v √(1 + s²) ≈ v + (v/2) s².

The constant v lifts the whole surface and does not move the valley sideways. What remains is your equation with V0 = v/2. I chose v = 2 nm/s, or 7.2 µm/h, to get V0 = 1 nm/s. Metalorganic vapour phase epitaxy works at roughly a few micrometres per hour, so this is somewhat fast but of the right size. The comparison concerns the growth rate only. On a crystalline film, atoms can migrate along the surface before they are incorporated. If they travel distances comparable with the width of the valley, the local growth law used here need not hold near the corner, and the valley can take a different shape. As long as that shape stays steady and the planes far from the corner keep their growth rates, the speed is still set by the point where the planes meet. Those rates are assumed here, not measured on a particular film, so the speeds below only illustrate the model. With V0 = 1 nm/s the valley moves left at 0.20 nm/s, or 0.72 µm/h, and travels 100 nm in 500 s. The smoothing coefficient is a round model value, not a material constant.

For a general vertical rate V(s), equating the two plane heights gives

c = −[V(mR) − V(mL)]/(mR − mL).

With the same smoothing rule, this describes a lasting single valley when V is convex between the two slopes, which holds in the cases below. Keeping the full square root changes the speed to 0.195 nm/s, a reduction of 2.4% relative to the quadratic law.

Orientation dependence can matter more, even when the normal rate varies by only 2% over all orientations. Suppose the normal rate is v[1 + e(cos 4θ − 1)]. For small slopes cos 4θ ≈ 1 − 8s², so the vertical rate is

v(1 − 8e s²)(1 + s²/2) ≈ v + (v/2)(1 − 16e) s².

The factor 16 makes a weak anisotropy important. With v held fixed, e = +0.01 gives a speed of 0.168 nm/s, which is 16% below the quadratic result, and e = −0.01 gives 0.223 nm/s, which is 11% above it. The two changes are unequal because both include the 2.4% reduction from the full square root. The anisotropy alone accounts for half the difference between the two speeds, which is 14% of the quadratic result. This is less than the 16% given by 16e, because higher powers of the slope are not negligible at a slope of 0.3.

Real crystal surfaces can form facets, with growth rates that depend much more strongly on orientation. The value 0.2 should then be replaced by the formula with the actual V(s). With smoothing of the form nu h_xx and nu → 0, convexity of V between the two slopes is enough for the single valley to last. Smoothing by surface diffusion, a term −K h_xxxx, can carry the slope near the corner beyond mL and mR, and V outside that range can then matter too. If V instead rises above the straight line joining its values at the two slopes, the corner can spread out, and one velocity no longer describes it. There is also a case where the squared-slope term is absent: if a uniform vertical beam supplies the atoms, and all of them are incorporated without voids or desorption, conservation of volume makes a uniform slope rise at the same rate whatever its tilt. Random arrival of atoms and discrete atomic steps are left out here, and I have not estimated their effect.

Computed results

```
left slope -0.1, right slope 0.3 (no unit)
normal growth rate v = 2.0 nm/s = 7.2 um/h
coefficient V0 = 1.0 nm/s
smoothing nu = 2.0 nm^2/s
left plane rises at 0.010 nm/s
right plane rises at 0.090 nm/s
corner velocity, formula: -0.2000 nm/s = -0.720 um/h
corner velocity, integration: -0.2000 nm/s
valley bottom rise, formula: 0.0300 nm/s
valley bottom rise, integration: 0.0300 nm/s
corner position at 500 s, formula: -100.00 nm
corner position at 500 s, integration: -100.00 nm
rounding length l = 10.0 nm
largest slope error of tanh shape: 7.7e-05 (no unit)
height above the higher plane at 100 s (largest on 25 points):
  nu = 2.0 nm^2/s: 1.3403 nm, bound 1.3863 nm
  nu = 0.5 nm^2/s: 0.3466 nm, bound 0.3466 nm
  nu = 0.1 nm^2/s: 0.0693 nm, bound 0.0693 nm
spurious solution, slopes: -0.1, 0.5, -0.3, 0.3 (no unit)
spurious solution, corner velocities: -0.4, -0.2, 0.0 nm/s
at x = -20 nm, t = 100 s: spurious height 15.0 nm, true height 3.0 nm
corner velocity with neglected effects restored:
  full isotropic law: formula -0.1952 nm/s, integration -0.1952 nm/s, speed change -2.4 %
  anisotropy +0.01: formula -0.1675 nm/s, integration -0.1675 nm/s, speed change -16.2 %
  anisotropy -0.01: formula -0.2229 nm/s, integration -0.2229 nm/s, speed change +11.5 %
quadratic coefficient at anisotropy +0.01: 0.840 nm/s
```
